Exponential growth of silicon surface temperature under steady laser heating

Let silicon have the thermal conductivity

k(T) = A/(T − 99 K),

where A is a constant. Since k is a power per length and per kelvin, A is a power per length. Write τ = T − 99 K for the shifted temperature. In a steady state without internal heat sources, the heat current −k∇T has no divergence:

∇·[(A/τ)∇τ] = 0.

Multiplying τ everywhere by one constant changes neither this equation nor the heat current (−A/τ)∇τ. There is therefore no temperature scale in the problem except the one set by the surroundings. Let the silicon fill the half-space z > 0, let its distant parts stay at T0 > 99 K, and let a beam of fixed shape and radius w deposit the absorbed power P at the surface. The only dimensionless group that contains P is P/(Aw). With τ0 = T0 − 99 K, the shifted temperature at the beam centre must then have the form

τs = τ0 F(P/(Aw)), with F(0) = 1.

A second property fixes the function F. The heat current can be written −A∇(ln τ). If τ1 belongs to power P1 and τ2 to power P2, the product τ1τ2/τ0 has a heat current equal to the sum of the two currents, and it tends to τ0 far away. It is thus the solution for power P1 + P2, so that F(a + b) = F(a)F(b). A continuous function with this property and F(0) = 1 is an exponential. What remains is to prove this at every point and to find the coefficient.

The Kirchhoff transform replaces temperature by the area under the conductivity curve,

Θ(T) = ∫ k(T′) dT′, taken from T0 to T.

For the present conductivity the integral is elementary:

Θ = A ln(T − 99 K) − A ln(T0 − 99 K) = A ln(τ/τ0).

By the chain rule, ∇Θ = (dΘ/dT)∇T = k∇T. The heat current is therefore −∇Θ, and the steady heat balance becomes

∇²Θ = 0.

Let I(r) be the absorbed power per area at distance r from the beam axis. With z pointing into the silicon, the current entering through the surface is −k ∂T/∂z, so the boundary conditions are

−∂Θ/∂z = I(r) at z = 0, and Θ → 0 far away.

It is assumed here that the surface loses no heat and that all the light is absorbed at z = 0. The conductivity has then disappeared from both the equation and the boundary conditions. The problem for Θ is linear, although the problem for T is not.

Its solution is unique. The difference of two solutions is harmonic, has zero slope at z = 0 and vanishes far away. Because of the zero slope, its even reflection into z < 0 is harmonic in all space. A harmonic function takes its largest and smallest values in a ball on the surface of that ball. As the ball grows, both values tend to zero, so the difference is zero.

Now keep the beam shape fixed and multiply I by a constant. The same multiple of Θ satisfies every condition, and by uniqueness it is the solution. At each fixed point, then, Θ = gP, where g depends on position and beam shape but not on P, A or T0. Equating this to A ln(τ/τ0) and inverting the logarithm gives

T − 99 K = (T0 − 99 K) exp(gP/A).

To find g at the beam centre, consider first a power p entering at one surface point. At distance s from that point, try

Θ = p/(2πs).

This function is harmonic away from the source. Its gradient is radial, so at the surface it lies in the surface plane and no heat crosses there. The outward current density is −dΘ/ds = p/(2πs²), and multiplying by the hemisphere area 2πs² returns p.

A ring of radius r and width dr receives the power I(r)2πr dr, and all of it lies at distance r from the beam centre. Summing over rings gives

Θ(0) = ∫ I(r) 2πr dr/(2πr) = ∫ I(r) dr, from 0 to ∞.

Take a Gaussian beam, with w defined as the radius at which the intensity has fallen to 1/e of its peak:

I(r) = [P/(πw²)] exp(−r²/w²).

The integral of exp(−r²/w²) from 0 to ∞ is √π w/2, so

Θ(0) = [P/(πw²)](√π w/2) = P/(2√π w).

Setting this equal to A ln(τs/τ0) gives the surface temperature Ts at the centre:

Ts − 99 K = (T0 − 99 K) exp(P/P*), P* = 2√π A w.

The scale P* is proportional to the beam radius, not to the beam area. In the half-space and at fixed T0, two Gaussian beams of different radius reach the same centre temperature when their powers are in the ratio of their radii.

A uniform disc of radius a is a second case. Here I = P/(πa²) for r < a, and the ring formula gives Θ(0) = P/(πa). The law is again exponential, with πAa in place of P*.

The temperature below the centre follows from the same sum over rings. A ring of radius r lies at distance s = √(r² + z²) from the point at depth z on the axis. Since r dr = s ds and r² = s² − z²,

Θ(z) = ∫ I(r) r dr/s = [P/(πw²)] exp(z²/w²) ∫ exp(−s²/w²) ds, with s from z to ∞.

The last integral is (√π w/2) erfc(z/w). With erfcx(x) = exp(x²) erfc(x), this becomes

Θ(z) = Θ(0) erfcx(z/w).

For large x, erfcx(x) approaches 1/(√π x), so Θ approaches P/(2πz). At depths much greater than w, the beam acts as a point source.

For a numerical case, take A = 300 W/cm, w = 50 µm, T0 = 600 K and an absorbed power of 5 W. Then

P* = 2 × 1.7725 × 300 W/cm × 0.0050 cm = 5.317 W,

P/P* = 5/5.317 = 0.9403, exp(0.9403) = 2.561,

Ts = 99 K + 501 K × 2.561 = 1382 K.

At a depth of one beam radius, erfcx(1) = 0.4276. The exponent falls to 0.402 and the temperature to 848 K.

The result was tested by solving the original nonlinear equation for T, without the transform. In that calculation a cylinder of 10 cm radius and depth, with its outer faces at T0, stood in for the half-space. The centre temperature was 1367.6 K on a mesh of 40 intervals in each direction and 1378.0 K on one of 80. Removing the leading mesh error, which falls as the square of the interval, gives 1381.4 K. The remaining difference from the formula is 0.6 K, or about 0.05 % of T − 99 K. On the axis, down to five beam radii, the computed exponent differed from the erfcx profile by at most 0.0005 of its central value.

The growth law itself shows in equal steps of power. The formula gives 829 K at 2 W, 1162 K at 4 W and 1647 K at 6 W. The second step raises the temperature by 485 K and the first by 333 K, yet both multiply T − 99 K by 1.457. The direct solution gives a factor of 1.456 for each step. The rise above the surroundings,

Ts − T0 = (T0 − 99 K)[exp(P/P*) − 1],

is not itself an exponential. At small P it is linear, with the value (T0 − 99 K)P/P* that a constant conductivity k(T0) would give. Used at 5 W, this linear form predicts only 1071 K. The difference of 311 K arises because heated silicon conducts less well and needs a steeper temperature gradient to carry the same current.

Differentiating the exponential law gives the sensitivity to power:

dTs/dP = (Ts − 99 K)/P*.

At 5 W this is 1283 K/5.317 W = 241 K/W, so a change of 1 % in absorbed power moves the centre by about 12 K. Solving the law for the power that reaches a temperature Tm gives

Pm = P* ln[(Tm − 99 K)/(T0 − 99 K)].

Choosing Tm = 1690 K as a target close to melting gives Pm = 5.317 W × ln(1591/501) = 6.14 W. The law ends at melting, since it contains neither latent heat nor the properties of the liquid.

A wafer of thickness L whose back face is held at T0 obeys the same kind of law with a smaller exponent. The condition Θ = 0 at z = L can be met by image discs. In unbounded material a point source gives p/(4πs), half the value found above, so the surface beam corresponds to a disc of doubled strength at z = 0. Place copies of this disc at z = 2nL for every integer n, with sign (−1)^n. The set is even about z = 0, which keeps the front face insulated outside the beam. It is odd about z = L, which makes Θ vanish there. The discs at ±2nL each contribute erfcx(2nL/w) at the beam centre, so the exponent is multiplied by

1 + 2 Σ (−1)^n erfcx(2nL/w), n = 1, 2, 3, …

When L is much larger than w, the form erfcx(x) ≈ 1/(√π x) and the sum Σ(−1)^n/n = −ln 2 reduce this to 1 − w ln 2/(√π L). For L = 500 µm the full sum is 0.961. The centre is then at 1336 K, which is 46 K below the half-space value, and the direct nonlinear solution for the wafer gives the same temperature. Both results assume an ideal thermal contact at the back. A contact resistance between wafer and stage leaves the back face hotter than T0 and raises the centre temperature. If the contact is poor enough, the centre becomes hotter than in the half-space, because for an insulated back face all the images would be positive. This does not take a very poor contact: with a contact conductance of 3 W/(cm² K), a wide wafer of this thickness would reach about 1390 K. The heat crossing such a contact depends on T, so the law is then no longer exactly exponential. If the back and the distant edges were held at different temperatures, linearity would still give an exponential at each point, but its prefactor would be the local value of T − 99 K without the beam.

Light absorbed below the surface heats the centre less. A source at depth z′ needs an equal image above the insulated surface. Both lie at the same distance s from a surface point, and together they give 2p/(4πs) = p/(2πs). A layer at depth z′ therefore contributes the fraction erfcx(z′/w) of its surface effect. If absorption falls as exp(−z′/d), the exponent is multiplied by

∫ exp(−z′/d) erfcx(z′/w) dz′/d, from 0 to ∞.

For d = 0.5 µm this factor is 0.989, and the half-space temperature falls by 13 K. This assumes that heat is released where the light is absorbed. In crystalline silicon the photogenerated carriers carry the band-gap energy with them until they recombine. At this intensity of visible light, and without fast surface recombination, that happens one or two micrometres deeper, which can lower the centre by a further amount of the order of 10 K.

Thermal radiation acts as a negative surface source. With emissivity ε, Stefan–Boltzmann constant σ and surroundings at T0, the ring formula gives a loss of exponent of at most

(1/A) ∫ εσ(T⁴ − T0⁴) dr.

This is an upper bound for the wafer because the cold back face weakens the effect of each ring, and because the profile used is that of a wafer that does not radiate. For ε = 0.7 the bound is 0.00018, which corresponds to about 0.2 K at the centre. Radiation is negligible here because the net radiated flux at the centre is about 12 W/cm², against a peak absorbed intensity of 64 kW/cm². Conduction into still air at T0 above the spot is a larger loss, though still small, and lowers the centre by about 2 K. Where surface loss is comparable with the absorbed power, the boundary condition depends on T, the problem for Θ is no longer linear, and the exponential law fails.

The law also needs time to become valid. Let C be the heat capacity per volume. Then C ∂T/∂t = ∇²Θ, and multiplying by k/C gives

∂Θ/∂t = D∇²Θ, D = k/C.

Since D depends on temperature, the transform does not make the heating stage linear. An estimate follows from treating D as constant. Energy P dt′ deposited a time t′ earlier has spread sideways into a Gaussian of squared radius w² + 4Dt′, and downwards into half a Gaussian. Its contribution to Θ at the centre is

dΘ = D P dt′ × [2/√(4πDt′)] × 1/[π(w² + 4Dt′)].

The factor D appears because Θ = kΔT for constant k, ΔT is the energy density divided by C, and k/C = D. Put u = √(4Dt′), so that dt′ = u du/(2D). The factors of D and u cancel, leaving

dΘ = P π^(−3/2) du/(w² + u²).

Integration from u = 0 to √(4Dt) gives

Θ(t) = [P/(π^(3/2) w)] arctan(√(4Dt)/w).

As t → ∞ the arctangent tends to π/2 and Θ returns to P/(2√π w). The fraction reached at time t is therefore (2/π) arctan(√(4Dt)/w), and at late times the missing part is about (2/π)w/√(4Dt).

With C = 2.3 J/(cm³ K), a rough value, D at the hot centre is 0.10 cm²/s. After 100 ms the fraction is 0.984, which leaves the centre of a thick sample about 19 K below its final temperature. Material away from the centre is cooler and has a larger D at the same C, so this estimate is a cautious one. It should not be added to the wafer correction, because √(4Dt) is then about 2 mm, well beyond the back face of a 500 µm wafer.

These parameters lie in the regime of continuous-wave laser annealing of implanted silicon on a hot stage, where beams some tens of micrometres wide deliver several watts; all the values are rough. The model treats the silicon as crystalline throughout. An implanted layer that is still amorphous conducts much less well and adds a temperature drop that is not included here. The dwell of 100 ms is long for that process. A beam scanned at about 10 cm/s stays on one spot for roughly 1 ms, and the heating is then not fully steady. For a stationary beam switched on for 1 ms, the arctangent formula with the same constant D gives a missing fraction of about 0.155, which lowers the centre of a thick sample by roughly 170 K. This estimate is again a cautious one: when D follows the local temperature at the same C, the missing fraction is about 0.10 and the drop about 120 K. The conductivity formula matters too. It is an empirical fit for crystalline silicon, from which measured values depart by several per cent, and by more near melting. An error of 5 % in A, assumed here for illustration, shifts the half-space result by −56 K if A is larger and by +65 K if it is smaller. The shifts are unequal mainly because A stands in the denominator of the exponent, so that the exponent falls by 4.8 % in the first case and rises by 5.3 % in the second. The curvature of the exponential adds to the difference. The real error of the fit is not a single factor in A, since the fit lies below measured values near 600 K, above them near 1000 K and below them again near melting. The relation Θ = gP holds for any k(T), but the exponential form holds for real silicon only as far as the fit does. With tabulated conductivities the centre is at roughly 1410 K for 5 W, and the steps from 2 to 4 W and from 4 to 6 W multiply T − 99 K by about 1.49 and 1.44.

The power in the law is absorbed power. If the reflectivity changes as the surface heats, the absorbed fraction of the incident power changes too, and the temperature is in general not an exponential function of the laser setting. Heating a whole wafer evenly from the front is a different limit. With uniform absorbed flux q and the back face at T0, Θ at the front is qL, and

Ts − 99 K = (T0 − 99 K) exp(qL/A).

This exponent grows without limit as L increases, so a uniformly heated half-space has no steady state. A finite beam has one because, far from it, the heat spreads over hemispheres whose area grows as the square of the distance, so that Θ falls as the inverse of the distance and tends to zero. The main values, with their units, are collected in the numerical output.

Table of computed values

```
Conductivity coefficient A: 300 W/cm
Conductivity offset: 99 K
Distant temperature: 600 K
Beam 1/e radius: 50 um
Absorbed power: 5.0 W
Peak absorbed intensity: 63662 W/cm2
Power scale: 5.317 W
Exponent at centre: 0.9403 (no unit)
Growth factor exp(exponent): 2.5608 (no unit)
Centre temperature, formula: 1382.0 K
Centre temperature, coarse mesh: 1367.6 K
Centre temperature, fine mesh: 1378.0 K
Mesh shift, fine minus coarse: 10.31 K
Centre temperature, extrapolated: 1381.4 K
At 2 W: formula 828.8 K, direct 828.6 K
At 4 W: formula 1162.0 K, direct 1161.6 K
At 6 W: formula 1647.4 K, direct 1646.6 K
Growth factor, 2 to 4 W, direct: 1.4564 (no unit)
Growth factor, 4 to 6 W, direct: 1.4564 (no unit)
Growth factor per 2 W, formula: 1.4566 (no unit)
Sensitivity at 5 W, formula: 241.3 K/W
Sensitivity from 4 and 6 W, direct: 242.5 K/W
erfcx(1): 0.4276 (no unit)
Temperature on axis at depth w: 847.9 K
Largest axis-profile error: 0.00047 of central exponent
Constant-k temperature, formula: 1071.1 K
Constant-k temperature, direct: 1070.9 K
Rough melting temperature: 1690 K
Absorbed power to reach melting: 6.14 W
Wafer thickness: 500 um
Wafer exponent factor: 0.9610 (no unit)
Wafer centre temperature, images: 1335.7 K
Wafer centre temperature, direct: 1335.7 K
Shift from finite thickness: -46.2 K
Absorption depth: 0.5 um
Absorption exponent factor: 0.9889 (no unit)
Shift from absorption depth: -13.3 K
Emissivity: 0.7 (no unit)
Net radiated flux at wafer centre: 12.1 W/cm2
Radiation loss of exponent, bound: 0.000183 (no unit)
Shift from radiation, bound: -0.24 K
Volumetric heat capacity: 2.3 J/(cm3 K)
Diffusivity at centre: 0.1017 cm2/s
Dwell time: 100 ms
Dwell exponent factor: 0.9842 (no unit)
Shift from finite dwell, thick sample: -18.9 K
Assumed error of A: 5 %
Shift if A is higher by this error: -56.2 K
Shift if A is lower by this error: 65.1 K
```
